# Finite volumes for complex admittivity: layered limits and corner-limited convergence: test program

```python
"""Finite volumes for div(kappa grad phi) = 0, kappa = sigma + i omega eps.

Result under test: harmonic face admittivities conserve complex current,
reproduce series and parallel layers exactly on aligned grids, converge at
second order for smooth kappa, and converge as h**(2 alpha) for a checkerboard,
with tan(pi alpha / 4)**2 = kappa_B / kappa_A.
Symbols: kappa admittivity (S/m), phi potential / applied voltage, h cell width
/ electrode gap, f_A and f_B volume fractions, alpha corner exponent.
The electrodes are at x = 0 (phi = 1) and x = 1 (phi = 0); time factor
exp(+i omega t). Array index 0 runs along x and index 1 along y.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu


def solve_lattice(kappa, face_mean="harmonic"):
    """Return potential, x-face currents and y-face currents per unit depth."""
    nx, ny = kappa.shape
    aspect = nx / ny                      # (cell height) / (cell width)

    def mean(a, b):
        if face_mean == "harmonic":
            return 2 * a * b / (a + b)
        return (a + b) / 2

    gx = mean(kappa[:-1], kappa[1:]) * aspect
    gy = mean(kappa[:, :-1], kappa[:, 1:]) / aspect
    g_left = 2 * kappa[0] * aspect
    g_right = 2 * kappa[-1] * aspect
    diagonal = np.zeros((nx, ny), complex)
    diagonal[:-1] += gx
    diagonal[1:] += gx
    diagonal[:, :-1] += gy
    diagonal[:, 1:] += gy
    diagonal[0] += g_left
    diagonal[-1] += g_right
    number = np.arange(nx * ny).reshape(nx, ny)
    a = np.concatenate([number[:-1].ravel(), number[:, :-1].ravel()])
    b = np.concatenate([number[1:].ravel(), number[:, 1:].ravel()])
    g = np.concatenate([gx.ravel(), gy.ravel()])
    rows = np.concatenate([number.ravel(), a, b])
    cols = np.concatenate([number.ravel(), b, a])
    vals = np.concatenate([diagonal.ravel(), -g, -g])
    matrix = coo_matrix((vals, (rows, cols)), shape=(nx * ny, nx * ny)).tocsc()
    source = np.zeros((nx, ny), complex)
    source[0] = g_left
    factor = splu(matrix, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    phi = factor.solve(source.ravel()).reshape(nx, ny)
    fx = np.zeros((nx + 1, ny), complex)
    fy = np.zeros((nx, ny + 1), complex)
    fx[0] = g_left * (1 - phi[0])
    fx[1:-1] = gx * (phi[:-1] - phi[1:])
    fx[-1] = g_right * phi[-1]
    fy[:, 1:-1] = gy * (phi[:, :-1] - phi[:, 1:])
    return phi, fx, fy


def effective(kappa, face_mean="harmonic"):
    return solve_lattice(kappa, face_mean)[1][0].sum()


def show(label, z, unit):
    print(f"{label}: {z.real:.6e} {z.imag:+.6e} i {unit}")


def centres(n):
    x = (np.arange(n) + 0.5) / n
    return np.meshgrid(x, x, indexing="ij")


# Model parameters
eps_A, eps_B = 10.0, 4.0
sig_A, sig_B = 1e-6, 1e-8
f_A, f_B = 0.75, 0.25
frequency, gap, voltage = 1e3, 1e-3, 1.0
omega = 2 * np.pi * frequency


def phases(w):
    return (sig_A + 1j * w * epsilon_0 * eps_A,
            sig_B + 1j * w * epsilon_0 * eps_B)


def layers(w, nx, ny):
    k_a, k_b = phases(w)
    x = (np.arange(nx) + 0.5) / nx
    return np.repeat(np.where(x < f_A, k_a, k_b)[:, None], ny, axis=1)


k_A, k_B = phases(omega)
print(f"Relative permittivity A, B: {eps_A:.1f}, {eps_B:.1f}")
print(f"Conductivity A, B: {sig_A:.1e}, {sig_B:.1e} S/m")
print(f"Frequency: {frequency:.1f} Hz; gap: {gap*1e3:.1f} mm; "
      f"voltage amplitude: {voltage:.1f} V")
print(f"Layer fractions A, B: {f_A:.2f}, {f_B:.2f}")
show("Admittivity A", k_A, "S/m")
show("Admittivity B", k_B, "S/m")

# Both layered limits, on several aligned grids
series_exact = 1 / (f_A / k_A + f_B / k_B)
parallel_exact = f_A * k_A + f_B * k_B
worst_layer = 0.0
for nx, ny in ((8, 5), (16, 7), (64, 12)):
    stack = layers(omega, nx, ny)
    series_fv = effective(stack)
    parallel_fv = effective(stack.T)
    worst_layer = max(worst_layer, abs(series_fv / series_exact - 1),
                      abs(parallel_fv / parallel_exact - 1))
assert worst_layer < 1e-10
show("Series layers, lattice", series_fv, "S/m")
show("Parallel layers, lattice", parallel_fv, "S/m")
print(f"Largest relative error of layered limits: {worst_layer:.1e}")

# Arithmetic face mean: predicted loss of interface resistance
for nx in (16, 32):
    wrong = effective(layers(omega, nx, 4), "arithmetic")
    shift = -(k_A - k_B)**2 / (2 * k_A * k_B * (k_A + k_B)) / nx
    assert abs((1 / wrong - 1 / series_exact) / shift - 1) < 1e-8
    print(f"Arithmetic faces, {nx} cells, relative series error: "
          f"{abs(wrong / series_exact - 1):.4e}")

# Interface current and charge from fields inside each layer
phi, fx, fy = solve_lattice(layers(omega, 16, 4))
field_A = (phi[5, 0] - phi[6, 0]) * 16 * voltage / gap
field_B = (phi[13, 0] - phi[14, 0]) * 16 * voltage / gap
charge = epsilon_0 * (eps_B * field_B - eps_A * field_A)
assert abs(k_A * field_A / (k_B * field_B) - 1) < 1e-10
assert abs((sig_A * field_A - sig_B * field_B) / (1j * omega * charge) - 1) < 1e-9
charge_formula = (voltage / gap * series_exact * epsilon_0
                  * (eps_B / k_B - eps_A / k_A))
assert abs(charge / charge_formula - 1) < 1e-9
show("Field in layer A", field_A, "V/m")
show("Field in layer B", field_B, "V/m")
show("Interfacial charge density", charge * 1e9, "nC/m^2")

# Debye form of the series stack; no dispersion for the parallel stack
S = f_A * sig_B + f_B * sig_A
E = epsilon_0 * (f_A * eps_B + f_B * eps_A)
tau = E / S
sigma_dc = sig_A * sig_B / S
eps_inf = epsilon_0 * eps_A * eps_B / (f_A * eps_B + f_B * eps_A)
delta_eps = (epsilon_0**2 * f_A * f_B
             * (eps_A * sig_B - eps_B * sig_A)**2 / (S**2 * E))
for f in np.logspace(0, 6, 13):
    w = 2 * np.pi * f
    stack = layers(w, 8, 3)
    debye = sigma_dc + 1j * w * (eps_inf + delta_eps / (1 + 1j * w * tau))
    assert abs(effective(stack) / debye - 1) < 1e-10
    side = effective(stack.T)
    assert abs(side.real / (f_A * sig_A + f_B * sig_B) - 1) < 1e-8
    assert abs(side.imag / (w * epsilon_0 * (f_A * eps_A + f_B * eps_B)) - 1) < 1e-6
peak = effective(layers(1 / tau, 8, 3))
loss = (peak.real - sigma_dc) * tau / epsilon_0
assert abs(loss / (delta_eps / epsilon_0 / 2) - 1) < 1e-8
print(f"Series relaxation time: {tau*1e3:.5f} ms")
print(f"Series relaxation frequency: {1/(2*np.pi*tau):.2f} Hz")
print(f"Series dc conductivity: {sigma_dc:.5e} S/m")
print(f"Series high-frequency relative permittivity: {eps_inf/epsilon_0:.5f}")
print(f"Series relaxation strength (relative): {delta_eps/epsilon_0:.5f}")
print(f"Lattice loss at relaxation frequency, dc removed: {loss:.5f}")

# Duality for a smooth medium without special symmetry
k_0 = np.sqrt(k_A * k_B)
contrast = np.log(k_A / k_B) / 2
x, y = centres(64)
medium = k_0 * np.exp(contrast * (np.sin(2 * x + y) + x * y**2))
dual_error = abs(effective(medium) * effective((1 / medium).T) - 1)
assert dual_error < 1e-3
print(f"Duality product minus one, 64 x 64 cells: {dual_error:.2e}")

# Smooth self-dual medium: exact effective admittivity k_0
smooth_errors = []
for n in (16, 32, 64, 128):
    x, y = centres(n)
    medium = k_0 * np.exp(contrast * np.cos(np.pi * x) * np.cos(np.pi * y))
    smooth_errors.append(abs(effective(medium) / k_0 - 1))
    print(f"Smooth medium, {n} cells per side, relative error: "
          f"{smooth_errors[-1]:.4e}")
smooth_order = np.log2(smooth_errors[-2] / smooth_errors[-1])
assert smooth_order > 1.9
print(f"Smooth medium, observed order: {smooth_order:.4f}")

# Checkerboard: exact value k_0, complex corner exponent alpha
alpha = 4 / np.pi * np.arctan(np.sqrt(k_B / k_A))
assert 0 < alpha.real < 1
board_errors, mismatches = [], []
for n in (16, 32, 64, 128, 256):
    x, y = centres(n)
    board = np.where((x < 0.5) == (y < 0.5), k_A, k_B)
    phi, fx, fy = solve_lattice(board)
    total = fx[0].sum()
    board_errors.append(total / k_0 - 1)
    # Conservation in every cell and through every plane
    net = fx[1:] - fx[:-1] + fy[:, 1:] - fy[:, :-1]
    imbalance = np.max(np.abs(net)) / (abs(total) / n)
    plane_error = np.max(np.abs(fx.sum(axis=1) / total - 1))
    assert imbalance < 1e-8 and plane_error < 1e-9
    # One-sided normal currents at the interface, away from the corner
    m, j = n // 2, n // 4
    p = phi[:, j]
    inside_A = k_A * n * (2 * (p[m-2] - p[m-1]) - (p[m-3] - p[m-2]))
    inside_B = k_B * n * (2 * (p[m] - p[m+1]) - (p[m+1] - p[m+2]))
    common = fx[m, j] * n
    mismatches.append(max(abs(inside_A / common - 1), abs(inside_B / common - 1)))
    print(f"Checkerboard, {n} cells per side, relative error: "
          f"{abs(board_errors[-1]):.4e}; current mismatch: {mismatches[-1]:.2e}")
assert mismatches[2] / mismatches[4] > 8
observed = np.log2(board_errors[-2] / board_errors[-1])
assert abs(observed - 2 * alpha) < 0.06   # finite-grid corrections remain

# Heat: terminal power against the sum of sigma |E|^2 / 2 over cells
heat = (board.real / np.abs(board)**2 / 4
        * (np.abs(fx[1:])**2 + np.abs(fx[:-1])**2
           + np.abs(fy[:, 1:])**2 + np.abs(fy[:, :-1])**2))
assert abs(heat.sum() / (total.real / 2) - 1) < 1e-9
share_A = heat[board == k_A].sum() / heat.sum()
show("Checkerboard, exact", k_0, "S/m")
show("Checkerboard, finest lattice", total, "S/m")
show("Corner exponent alpha", alpha, "(dimensionless)")
show("Predicted complex order 2 alpha", 2 * alpha, "(dimensionless)")
show("Observed complex order", observed, "(dimensionless)")
print(f"Finest lattice, largest cell imbalance / mean face current: {imbalance:.1e}")
print(f"Finest lattice, largest plane-current deviation: {plane_error:.1e}")
print(f"Share of heat released in phase A: {100*share_A:.2f} %")
print("ALL CHECKS PASSED")
```

Output:

```
Relative permittivity A, B: 10.0, 4.0
Conductivity A, B: 1.0e-06, 1.0e-08 S/m
Frequency: 1000.0 Hz; gap: 1.0 mm; voltage amplitude: 1.0 V
Layer fractions A, B: 0.75, 0.25
Admittivity A: 1.000000e-06 +5.563250e-07 i S/m
Admittivity B: 1.000000e-08 +2.225300e-07 i S/m
Series layers, lattice: 2.531647e-07 +5.849718e-07 i S/m
Parallel layers, lattice: 7.525000e-07 +4.728763e-07 i S/m
Largest relative error of layered limits: 6.5e-13
Arithmetic faces, 16 cells, relative series error: 6.9759e-02
Arithmetic faces, 32 cells, relative series error: 3.4155e-02
Field in layer A: 4.418482e+02 +3.391605e+02 i V/m
Field in layer B: 2.674455e+03 -1.017482e+03 i V/m
Interfacial charge density: 5.559845e+01 -6.606580e+01 i nC/m^2
Series relaxation time: 0.18912 ms
Series relaxation frequency: 841.56 Hz
Series dc conductivity: 3.88350e-08 S/m
Series high-frequency relative permittivity: 7.27273
Series relaxation strength (relative): 7.82012
Lattice loss at relaxation frequency, dc removed: 3.91006
Duality product minus one, 64 x 64 cells: 2.47e-06
Smooth medium, 16 cells per side, relative error: 1.1001e-03
Smooth medium, 32 cells per side, relative error: 2.7579e-04
Smooth medium, 64 cells per side, relative error: 6.8997e-05
Smooth medium, 128 cells per side, relative error: 1.7252e-05
Smooth medium, observed order: 1.9997
Checkerboard, 16 cells per side, relative error: 3.6513e-02; current mismatch: 9.69e-02
Checkerboard, 32 cells per side, relative error: 1.8578e-02; current mismatch: 1.88e-02
Checkerboard, 64 cells per side, relative error: 9.4473e-03; current mismatch: 3.38e-03
Checkerboard, 128 cells per side, relative error: 4.8072e-03; current mismatch: 6.83e-04
Checkerboard, 256 cells per side, relative error: 2.4479e-03; current mismatch: 1.52e-04
Checkerboard, exact: 2.656185e-07 +4.293625e-07 i S/m
Checkerboard, finest lattice: 2.665634e-07 +4.301592e-07 i S/m
Corner exponent alpha: 4.859267e-01 +2.399328e-01 i (dimensionless)
Predicted complex order 2 alpha: 9.718535e-01 +4.798657e-01 i (dimensionless)
Observed complex order: 9.736207e-01 +4.804733e-01 i (dimensionless)
Finest lattice, largest cell imbalance / mean face current: 1.7e-12
Finest lattice, largest plane-current deviation: 1.5e-11
Share of heat released in phase A: 95.13 %
ALL CHECKS PASSED
```
